# Passivity of an ideal charge-controlled memristor: proof and implementation check

## A memristance that falls through zero

Consider a two-terminal element whose resistance falls linearly with the charge that has passed through it,

$$v=M(q)\,i,\qquad \frac{dq}{dt}=i,\qquad M(q)=R_0\left(1-\frac{q}{Q}\right),$$

with $R_0>0$ and $Q>0$. Current and voltage follow the load convention: positive $vi$ is power absorbed by the element. At $q=0$ its memristance is $R_0$; beyond $q=Q$ it is negative.

Start at $q=0$ and apply a constant current $I>0$ until $q=2Q$. Since $dq=I\,dt$, the absorbed energy is

$$\int vi\,dt=\int M I^2dt=I\int_0^{2Q}M\,dq=IR_0\left(2Q-\frac{4Q^2}{2Q}\right)=0.$$

The energy taken in on the first half of the path is returned on the second. Now continue to $3Q$:

$$I\int_{2Q}^{3Q}M\,dq=IR_0\left(Q-\frac{9Q^2-4Q^2}{2Q}\right)=-\frac32 IR_0Q.$$

Going back to $2Q$ with current $-I$ reverses both the current and the direction of the charge integral, so the return leg also absorbs $-\tfrac32IR_0Q$. The loop delivers $3IR_0Q$ to the circuit and leaves the element where it was before the loop, so it can be repeated without limit.

The general proof has the same two parts: reach a charge where $M<0$, then circulate near it.

## Statement and conventions

Let $M$ be real and continuous on the whole charge line. An admissible current is any piecewise continuous function on a finite time interval, with finite one-sided limits at its jumps. For a starting charge $q_0$, define

$$q(t)=q_0+\int_0^t i(s)\,ds,\qquad W(t)=\int_0^t v(s)i(s)\,ds.$$

The element is passive if $W(t)\ge0$ for every starting charge, every admissible current and every $t\ge0$.

**Theorem.** The element is passive if and only if $M(q)\ge0$ for every $q$.

The proof of necessity gives more. If $M$ is negative at even one charge, then from any single prescribed $q_0$ the extracted energy can be made as large as desired, even when the current must satisfy $|i|\le I_{\max}$ for some fixed $I_{\max}>0$. A weaker definition of passivity, which allows a finite initial store of energy to be withdrawn, therefore leads to the same condition on $M$.

## Nonnegative memristance is sufficient

Substituting the constitutive law into the power gives

$$vi=[M(q)i]\,i=M(q)\,i^2.$$

On a finite interval $i$ is bounded, so $q(t)$ is continuous and stays in a bounded closed interval. There the continuous function $M$ is bounded, and the energy integral exists. If $M\ge0$, the integrand is nonnegative at every instant, hence

$$W(t)=\int_0^tM(q(s))\,i(s)^2\,ds\ge0.$$

The element then never returns energy, not even briefly. Its memory is a memory of resistance and holds no recoverable energy.

## Nonnegative memristance is necessary

Suppose that $M(q_*)<0$ at some charge $q_*$, and set

$$m=\tfrac12|M(q_*)|>0.$$

By continuity there is a $\delta>0$ such that $|M(q)-M(q_*)|\le m$ for $q_*\le q\le q_*+\delta$. On that interval

$$M(q)\le M(q_*)+m=-2m+m=-m.$$

**The loop.** Starting at $q_*$, apply $+I$ for a time $\delta/I$ and then $-I$ for the same time, with $0<I\le I_{\max}$. The charge goes to $q_*+\delta$ and returns. The power is $M(q)I^2\le-mI^2$ throughout, and the duration is $2\delta/I$, so

$$W_{\rm loop}\le-mI^2\,\frac{2\delta}{I}=-2mI\delta.$$

**The access path.** Define the flux function $\varphi(q)=\int_0^qM(x)\,dx$. If a constant current $i$ carries the charge from $a$ to $b$, then $i\,dt=dq$ and

$$W_{a\to b}=\int M(q)\,i\,(i\,dt)=i\int_a^bM(q)\,dq=i[\varphi(b)-\varphi(a)].$$

Here $i$ has the sign of $b-a$. To go from $q_0$ to $q_*$, use a current of magnitude $\varepsilon\le I_{\max}$. With

$$K=\left|\int_{q_0}^{q_*}|M(q)|\,dq\right|,$$

the access energy is at most $\varepsilon K$. If $q_0=q_*$, no access path is needed and $K=0$.

**The total.** After access and $N$ loops,

$$W\le\varepsilon K-2NmI\delta.$$

For fixed $\varepsilon$ and $I$, this is negative as soon as

$$N>\frac{\varepsilon K}{2mI\delta},$$

and it tends to $-\infty$ as $N$ grows. Alternatively, one loop suffices if $\varepsilon<2mI\delta/K$. Either way passivity is violated, so a passive element must have $M\ge0$ everywhere. $\square$

The price of a small access current is time. The whole waveform lasts

$$T=\frac{|q_*-q_0|}{\varepsilon}+\frac{2N\delta}{I}.$$

If both the current and the duration are capped, the charge cannot move further than $I_{\max}T$ from $q_0$, and negative memristance beyond that distance has no effect. A short, current-limited simulation therefore cannot establish passivity on the whole charge line.

## Smooth currents give the same condition

The jumps in the current are not essential. If a charge path is run $\lambda$ times faster, the new current is $i_\lambda(t)=\lambda i(\lambda t)$. With $s=\lambda t$,

$$W_\lambda=\int_0^{T/\lambda}M(q(\lambda t))\,\lambda^2i(\lambda t)^2\,dt
=\lambda\int_0^TM(q(s))\,i(s)^2\,ds=\lambda W.$$

The power grows as $\lambda^2$ and the duration shrinks as $1/\lambda$. Slow access is therefore cheap for any shape of waveform.

For an infinitely smooth construction take

$$g(x)=\frac1A\exp\left[-\frac1{x(1-x)}\right]\quad(0<x<1),$$

with $g=0$ elsewhere and $A$ chosen so that $\int_0^1g\,dx=1$. All derivatives vanish at both ends, so successive pulses join smoothly. The pulse $i(t)=(\Delta q/T)\,g(t/T)$ transfers the charge $\Delta q$ in time $T$. Its access energy is at most $K|\Delta q|g_{\max}/T$, which vanishes as $T\to\infty$.

Two pulses carrying $+\delta$ and $-\delta$, each of duration $T_2$, form the loop. Since $M\le-m$ there,

$$W_{\rm loop}\le-m\int i^2dt=-\frac{2m\delta^2}{T_2}\int_0^1g^2dx\le-\frac{2m\delta^2}{T_2}.$$

The last step uses the Cauchy–Schwarz inequality, $1=(\int_0^1g\,dx)^2\le\int_0^1g^2dx$. The loop yield is fixed while the access cost can be made smaller than it.

## What a check must cover

**One sinusoid is not enough.** Drive the opening example from $q=0$ with $i=I\cos\omega t$. Then $q=a\sin\omega t$ with $a=I/\omega$, and

$$W(t)=R_0I^2\int_0^t\left(1-\frac aQ\sin\omega s\right)\cos^2\omega s\,ds$$
$$=R_0I^2\left[\frac t2+\frac{\sin2\omega t}{4\omega}-\frac aQ\,\frac{1-\cos^3\omega t}{3\omega}\right].$$

After a full period $T$ the last two terms vanish, leaving $W(T)=R_0I^2T/2>0$ whatever the amplitude. For $a>Q$ the path enters the negative region and returns some energy there. Over a full period, however, the charges $q$ and $-q$ are crossed with the same current magnitude, and $M(q)+M(-q)=2R_0>0$, so the larger memristance at negative charge outweighs the loss. A positive energy per cycle is thus compatible with an active element. The running energy $W(t)$ turns negative within the cycle only when $a$ exceeds about $2Q$.

**Continuity matters for necessity.** Let $M=1$ in some unit, except that $M=-1$ at one isolated charge $q_c$. When $i=0$ the power is zero. When $i\ne0$ the charge is moving, so each passage through $q_c$ is an isolated instant and contributes nothing to the integral. This element is passive although $M(q_c)<0$.

The limit can be seen with a triangular notch of half-width $w$, reaching $M=-1$ at $q=0.3$, under $q=\sin t$. The notch removes an area $2w$ from $\int M\,dq$. It is crossed twice per period, at $|i|=\sqrt{1-0.3^2}=0.954$, so the absorbed energy drops by about $2(2w)(0.954)=3.82w$. Direct integration gives 0.381, 0.0382 and 0.0038 for $w=0.1$, 0.01 and 0.001. Every notch of nonzero width still makes the element active, because another waveform can circulate inside it.

**Restricted charge.** If $q$ must stay in an interval of nonzero length, but every current that keeps it there is admissible, the condition applies to that interval alone. Being able to reach each point is not enough by itself: the proof also needs slow access and a loop near $q_*$. At its upper end the loop is placed on the lower side of $q_*$.

**Interpolated tables.** The condition applies to the function that the simulator evaluates, including its values between table points. The quadratic through $(0,1)$, $(1,0)$ and $(2,0)$ is $(x-1)(x-2)/2$, which equals $-0.125$ at $x=1.5$ although no table value is negative. Linear interpolation of nonnegative values stays nonnegative.

**Negative slope is a different property.** Differentiating $v=Mi$ gives $dv/dt=M'(q)i^2+M\,di/dt$. With $M>0$ the voltage can still fall while the current rises, if $M'$ is sufficiently negative. Such a stretch of the current–voltage curve does not imply $M<0$.

## A search over many waveforms

The theorem can be tested without using the loop construction. Take $M=R_0[c+\cos(q/Q)]$, whose minimum is $R_0(c-1)$, and start at $q=0$. Divide $0\le q\le2\pi Q$ into 201 grid charges and allow a move between any two of them in each time step $\Delta t$, at constant current. Dynamic programming then finds the least absorbed energy over all such sequences.

In units of $R_0Q^2/\Delta t$, the minimum is zero for $c=1.05$ and $c=1.00$. For $c=0.98$ it is $-4.53$ after 2000 steps and $-9.33$ after 4000; for $c=0.90$ the values are $-120$ and $-242$. Among these four cases, extraction appears only in the two where the minimum of $M$ is negative, and there it is larger after 4000 steps than after 2000. A finite search can miss a minimum only slightly below zero: too few steps may not repay the access cost, and the grid spacing limits how closely a loop can surround the minimum.

The rate can be derived. Hopping between $(\pi-a)Q$ and $(\pi+a)Q$ absorbs, per step and in the same unit,

$$2a\int_{\pi-a}^{\pi+a}(c+\cos x)\,dx=4a(ca-\sin a)\approx4a^2\left(c-1+\frac{a^2}{6}\right).$$

Setting the derivative with respect to $a^2$ to zero gives $a^2=3(1-c)$ and a least value of $-6(1-c)^2$. For $c=0.98$ this is $-0.0024$ per step, or $-4.8$ per 2000 steps, which agrees with the difference between the two search results.

## Worked example: a linear-drift cell

Consider the linear-drift model of a titanium dioxide thin-film cell. The film has thickness $D=30$ nm and a conducting, vacancy-rich part of width $w$. The resistances in the two limits are $R_{\rm on}=20$ kΩ and $R_{\rm off}=100$ kΩ, the ion mobility is $\mu=10^{-10}$ cm²/Vs, and the current is $I=20$ µA. These are rough round parameters.

The conducting part has resistance $R_{\rm on}w/D$, so the field in it is $(iR_{\rm on}w/D)/w=iR_{\rm on}/D$. With positive current defined to widen this part, $dw/dt=\mu R_{\rm on}i/D$. Setting $w=0$ at $q=0$ gives $w=\mu R_{\rm on}q/D$, and $w$ reaches $D$ at

$$q_{\rm f}=\frac{D^2}{\mu R_{\rm on}}=\frac{(30\times10^{-9})^2}{10^{-14}\times2\times10^4}\ {\rm C}=4.5\ \mu{\rm C},$$

with $\mu$ converted to m²/Vs. Adding the two resistances in series,

$$M(q)=R_{\rm on}\frac wD+R_{\rm off}\left(1-\frac wD\right)=R_{\rm off}-(R_{\rm off}-R_{\rm on})\frac q{q_{\rm f}}.$$

This derivation holds for $0\le q\le q_{\rm f}$. If code continues the line further, it reaches zero at $q_{\rm f}R_{\rm off}/(R_{\rm off}-R_{\rm on})=5.625$ µC.

**Energy from the unclipped line.** Choose $q_*=1.5q_{\rm f}=6.75$ µC, where $M=-20$ kΩ and $m=10$ kΩ. The slope has magnitude 80 kΩ per 4.5 µC, so $M$ changes by $m$ over $\delta=0.5625$ µC. The flux change on the way from $q=0$ is

$$\varphi(q_*)=R_{\rm off}q_*-\frac{(R_{\rm off}-R_{\rm on})q_*^2}{2q_{\rm f}}=0.675-0.405=0.270\ {\rm V\,s}.$$

At 20 µA, access therefore costs $20\times0.270=5.40$ µJ. On the loop the average memristance is $-25$ kΩ, and

$$W_{\rm loop}=2(20\ \mu{\rm A})(-25\ {\rm k\Omega})(0.5625\ \mu{\rm C})=-0.5625\ \mu{\rm J}.$$

The general bound, $-2mI\delta=-0.225$ µJ, is weaker, as it should be. Since $5.40/0.5625=9.6$, ten loops are needed: the net absorbed energy is $+0.34$ µJ after nine and $-0.225$ µJ after ten. Integration of the circuit equations in time confirms both signs.

With access at 1 µA, the cost falls to 0.270 µJ and takes 6.75 s. One loop at 20 µA then gives a net $-0.29$ µJ. Smooth pulses do much the same: an access pulse of 40 s followed by two pulses of 0.08 s gives $-0.30$ µJ, with a peak current of 18 µA.

A sinusoid of amplitude 20 µA that reaches the same $q_*$ has a period of 2.12 s and absorbs 42.4 µJ per period. Its running energy stays nonnegative, so this one waveform misses the fault.

**The clipped line.** Set $M=R_{\rm off}$ for $q<0$ and $M=R_{\rm on}$ for $q>q_{\rm f}$. The function is continuous and at least 20 kΩ everywhere, so the theorem guarantees passivity. Under the same 20 µA access and ten loops, access costs

$$20\ \mu{\rm A}\,[(60\ {\rm k\Omega})(4.5\ \mu{\rm C})+(20\ {\rm k\Omega})(2.25\ \mu{\rm C})]=6.3\ \mu{\rm J},$$

where 60 kΩ is the average during switching. Each loop absorbs 0.45 µJ, and the total is 10.8 µJ.

Clipping $M(q)$ is not the same as stopping the boundary $w$. In the clipped model, charge passed beyond $q_{\rm f}$ must be returned before the resistance rises. A boundary that stops at $w=D$ and moves back at once on reversal has $w$, not total charge, as its state. That model is also passive if its resistance $M(w)$ is nonnegative, because its power is still $M(w)i^2$.

## Relation to a real cell

The energy source above is an artefact of continuing a formula beyond its derivation; it is not a prediction for titanium dioxide. Even inside the valid charge range, these parameters strain the model. At 300 K, the Einstein relation for singly charged ions gives a diffusion length of about 11 nm during the 0.225 s switching time, and that length reaches the film thickness in about 1.7 s. Between blocking electrodes the slowest diffusion mode decays in 0.35 s, so a step profile at mid-film loses a third of its contrast within the switching time and 99% by 1.7 s. For doubly charged ions of the same mobility these times double, if the ions diffuse independently of the electrons. The mobility is thus far too high, at rest, for a cell meant to retain data, and the 6.75 s access path outlasts the memory. Self-heating of roughly 13 K, estimated for a cell 1 µm square at $R_{\rm off}$ with heat leaving through a thick oxide, would raise the mobility about fivefold for an activation energy of 1 eV. That barrier is high for this mobility: simple hopping over 0.5 nm at an attempt frequency of $10^{13}$ Hz reaches $10^{-10}$ cm²/Vs at 300 K only for about 0.6 eV, which gives a factor near 2.5. Applied throughout switching, the fivefold factor would reduce $q_{\rm f}$ from 4.5 to about 0.9 µC. This overstates the effect, because at fixed current the heating falls as the resistance drops; letting it fall gives just under 2 µC. The 2 V across the film at $R_{\rm off}$ gives 0.67 MV/cm, close to an assumed rough breakdown field of 1 MV/cm. If conduction were of Poole–Frenkel type, the barrier lowering, $9.8\,kT$ for an assumed optical relative permittivity of 6, could change the conductance relative to low field by a factor of order $10^4$ in the one-dimensional formula, or $10^3$ when emission is averaged over directions. A cell that switches through a narrow filament instead of a uniform front also lies outside this model.

Field-dependent conduction breaks the assumption that $v$ is proportional to $i$ at fixed charge. Writing $v=M(q,i)\,i$ keeps the sufficient condition, since $M(q,i)\ge0$ still makes the power nonnegative. If $M(q,i)$ is continuous, including at $i=0$, slow access remains cheap, but the symmetric loop can fail, because its return leg has $M(q,-i)$, which may be positive where $M(q,i)<0$. Running the outward leg at the current where $M<0$ and returning slowly repairs the loop, so the condition becomes $M(q,i)\ge0$ for every charge and every admissible current.

Capacitance adds a genuine energy store. For an assumed relative permittivity of 40 it is about 12 fF, holding 24 fJ at 2 V, more than seven orders of magnitude below the yield of one loop. A finite store of this kind can be withdrawn once; a region of negative $M$ in the ideal model supplies energy on every loop. The remaining values are in the numerical output.

## Computed results

```
Search, M = R0 (c + cos(q/Q)), energy unit R0 Q^2 / time step
 c=1.05: least W, 2000 steps 0.0000, 4000 steps 0.0000
 c=1.00: least W, 2000 steps 0.0000, 4000 steps 0.0000
 c=0.98: least W, 2000 steps -4.5280, 4000 steps -9.3315
 c=0.90: least W, 2000 steps -120.3858, 4000 steps -242.0278
Film thickness 30 nm, side 1 um
R_on 20 kOhm, R_off 100 kOhm
Ion mobility 1.0e-10 cm2/Vs, current 20 uA
Charge for full switching 4.500 uC
Charge where the line M crosses zero 5.625 uC
Target charge q* 6.750 uC, M(q*) -20.0 kOhm
m 10.0 kOhm, delta 0.5625 uC
Access at full current: 0.3375 s, W 5.4000 uJ
One loop: 0.05625 s, W -0.5625 uJ
Bound on W of one loop -0.2250 uJ
Loops to net extraction 10
Net W after 9 loops 0.3375 uJ
Net W after 10 loops -0.2250 uJ
Access at 1 uA: 6.75 s, W 0.2700 uJ
K 0.2925 V s, bound on that access 0.2925 uJ
Net W, slow access and one loop -0.2925 uJ
Path run 3 times faster: energy ratio 3.000000
Smooth pulses 40 s, then two of 0.08 s: W -0.2987 uJ
Peak current of the smooth waveform 18.32 uA
Clipped line, same current with 10 loops: W 10.8000 uJ
Sinusoid from q=0, period 2.1206 s: W per period 42.412 uJ
Notch to M=-1, widths 0.1, 0.01, 0.001: energy lost (dimensionless) 0.38119, 0.03816, 0.00382
Neglected effects at 300 K; switching time 0.225 s
Ion diffusion in that time 10.8 nm; state lost in 1.74 s
Voltage at R_off 2.00 V, field 0.667 MV/cm (rough breakdown 1 MV/cm)
Self-heating 12.7 K (oxide 1.4 W/mK below the cell)
Mobility factor from heating 4.79 (activation 1.0 eV)
Poole-Frenkel lowering 0.253 eV = 9.8 kT (optical permittivity 6)
Ion hopping field factor 1.0028 (hop 0.5 nm)
Fowler-Nordheim exponent 102 (barrier 1 eV, free mass)
Capacitance 11.8 fF (permittivity 40), stored energy 23.6 fJ
```
